# Thermal-Field Strength for Boltzmann Sampling by the Stochastic Gilbert Equation

A simulation of thermal switching in a nanomagnet needs one decision before its first time step: how large a random field to draw. The choice fixes the temperature that the spin samples, and at a high barrier the switching time depends exponentially on the inverse of that temperature. The required strength follows from the balance between damping and fluctuations.

## Equation of motion and conventions

Let \(\mathbf m\) be the unit direction of a macrospin with moment \(\mu=M_sV\), where \(M_s\) is the magnetization and \(V\) the volume. Its smooth, non-constant energy is \(E(\mathbf m)\), and \(\nabla\) denotes the gradient on the unit sphere unless stated otherwise. The deterministic field is \(\mathbf B=-\nabla E/\mu\); a radial part would exert no torque. With \(\gamma>0\) and constant Gilbert damping \(\alpha>0\),

\[
\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf B+\mathbf b)+\alpha\,\mathbf m\times\dot{\mathbf m}. \tag{1}
\]

The thermal field \(\mathbf b\) is Gaussian, with zero mean and

\[
\langle b_i(t)b_j(t')\rangle=2D\,\delta_{ij}\,\delta(t-t'). \tag{2}
\]

Thus \(2D\) is the two-sided spectral density of one field component. Equation (1) is read in the Stratonovich sense: the noise is the limit of a field with a short, finite memory, so the ordinary chain rule holds. The bath is classical, has one temperature \(T\), and exerts no spin-transfer torque. The result to be derived is

\[
D=\frac{\alpha k_BT}{\gamma\mu}. \tag{3}
\]

The scalar product of (1) with \(\mathbf m\) gives \(\mathbf m\cdot\dot{\mathbf m}=0\), so the length is conserved. Now take \(\mathbf m\times\) (1) and use \(\mathbf m\times(\mathbf m\times\mathbf v)=-\mathbf v_\perp\), where \(\perp\) means the part perpendicular to \(\mathbf m\):

\[
\mathbf m\times\dot{\mathbf m}+\alpha\dot{\mathbf m}=\gamma(\mathbf B+\mathbf b)_\perp. \tag{4}
\]

Damping therefore acts as a friction field \(-(\alpha/\gamma)\dot{\mathbf m}\). Without noise, the product of (4) with \(\dot{\mathbf m}\) gives \(\alpha|\dot{\mathbf m}|^2=\gamma\mathbf B\cdot\dot{\mathbf m}\), and hence

\[
\dot E=-\mu\mathbf B\cdot\dot{\mathbf m}=-\frac{\alpha\mu}{\gamma}|\dot{\mathbf m}|^2\le0. \tag{5}
\]

The noise must return, on average, the energy that this friction removes.

## Balance near an energy minimum

Let \(\mathbf x\) hold the two small transverse components of \(\mathbf m\) about a minimum, with \(E\simeq E_0+\tfrac{\mu}{2}\mathbf x^TS\mathbf x\). The stiffness matrix \(S\) is symmetric, positive definite and measured in tesla. To first order \(\mathbf B_\perp=-S\mathbf x\), and \(\mathbf m\times\dot{\mathbf m}\) becomes \(J\dot{\mathbf x}\), where \(J\) is a quarter turn and \(J^T=-J\). For time dependence \(e^{-i\omega t}\), (4) gives \(\mathbf x=\chi\mathbf b\) with

\[
\chi^{-1}=S-\frac{i\omega}{\gamma}(\alpha+J). \tag{6}
\]

Since \(iJ\) is Hermitian, only the damping term is anti-Hermitian: \((\chi^{-1})^\dagger-\chi^{-1}=2i\omega\alpha/\gamma\). Multiplication by \(\chi\) on the left and \(\chi^\dagger\) on the right yields

\[
\chi-\chi^\dagger=\frac{2i\omega\alpha}{\gamma}\chi\chi^\dagger. \tag{7}
\]

The fluctuation spectrum is \(2D\chi\chi^\dagger\), so the covariance is

\[
\langle\mathbf x\mathbf x^T\rangle=\int\frac{d\omega}{2\pi}\,2D\chi\chi^\dagger
=\frac{D\gamma}{\alpha}\int\frac{d\omega}{2\pi}\frac{\chi-\chi^\dagger}{i\omega}. \tag{8}
\]

By (5) free motion decays, so \(\chi\) has no poles in the upper half-plane, and it falls as \(1/\omega\). Closing the contour there gives the principal value \(\int\chi\,d\omega/\omega=i\pi\chi(0)\). The Hermitian conjugate gives \(-i\pi\chi(0)\), because \(\chi(0)=S^{-1}\) is real and symmetric. The last integral in (8) is therefore \(S^{-1}\). Classical equipartition for the quadratic energy requires

\[
\frac{D\gamma}{\alpha}S^{-1}=\frac{k_BT}{\mu}S^{-1}, \tag{9}
\]

which is (3). The stiffness cancels, so one strength serves every minimum. With (3), the spectrum becomes \((2k_BT/\mu\omega)(\chi-\chi^\dagger)/(2i)\), the classical fluctuation-dissipation relation. This argument covers small excursions; switching needs the whole sphere.

## Diffusion on the whole sphere

Write \(\mathbf H=\mathbf B+\mathbf b\). Substituting \(\mathbf m\times\dot{\mathbf m}\) from (4) into (1) gives \((1+\alpha^2)\dot{\mathbf m}=-\gamma\mathbf m\times\mathbf H+\alpha\gamma\mathbf H_\perp\), or

\[
\dot{\mathbf m}=\gamma'\left(-\mathbf m\times\mathbf H+\alpha\mathbf H_\perp\right),\qquad
\gamma'=\frac{\gamma}{1+\alpha^2}. \tag{10}
\]

A unit field along the Cartesian axis \(\mathbf e_k\) thus produces the velocity \(\mathbf G_k=G\mathbf e_k\), with

\[
G=\gamma'(-C+\alpha\Pi),\qquad C\mathbf v=\mathbf m\times\mathbf v,\qquad \Pi=1-\mathbf m\mathbf m^T. \tag{11}
\]

Because \(C^T=-C\), \(C^2=-\Pi\) and \(C\Pi=\Pi C=C\),

\[
GG^T=\gamma'^2(-C+\alpha\Pi)(C+\alpha\Pi)
=\gamma'^2(1+\alpha^2)\Pi=\gamma\gamma'\,\Pi. \tag{12}
\]

The noise spreads the spin equally in both tangential directions.

For a test function \(f(\mathbf m)\), the chain rule gives \(\dot f=\mathbf A\cdot\nabla f+\sum_kb_k\mathbf G_k\cdot\nabla f\), where \(\mathbf A\) is (10) without noise. Iterate this over a short interval \(\Delta t\). The second-order noise term contains \(b_k(t_1)b_k(t_2)\) with \(t_1>t_2\). This ordered region collects half of the narrow symmetric correlation (2), giving \(D\Delta t\). Therefore

\[
\frac{d\langle f\rangle}{dt}=\Big\langle\mathbf A\cdot\nabla f+D\sum_k(\mathbf G_k\cdot\nabla)^2f\Big\rangle. \tag{13}
\]

The second derivatives in (13) have coefficients \(D\gamma\gamma'\Pi_{ij}\). The first derivatives come from \(\mathbf c=\sum_k(\mathbf G_k\cdot\nabla)\mathbf G_k\). Moving \(\mathbf m\) by a tangential \(\mathbf u\) changes \(\mathbf G_k\) by \(\gamma'[-\mathbf u\times\mathbf e_k-\alpha(\mathbf u\,m_k+\mathbf m\,u_k)]\). Setting \(\mathbf u=\mathbf G_k\) and summing requires

\[
\sum_k\mathbf G_k\times\mathbf e_k=2\gamma'\mathbf m,\qquad
\sum_k m_k\mathbf G_k=G\mathbf m=0,\qquad
\sum_k(\mathbf G_k)_k=2\alpha\gamma'. \tag{14}
\]

The first sum uses \(\sum_k(\mathbf m\times\mathbf e_k)\times\mathbf e_k=\mathbf m-3\mathbf m=-2\mathbf m\); its damping part is \(-\alpha\gamma'\mathbf m\times\mathbf m=0\). The last is the trace of \(G\). Hence

\[
D\mathbf c=-2D\gamma'^2(1+\alpha^2)\mathbf m=-2K\mathbf m,\qquad
K=D\gamma\gamma'=\frac{D\gamma^2}{1+\alpha^2}. \tag{15}
\]

With Cartesian derivatives, the noise operator is \(K(\Pi_{ij}\partial_i\partial_j-2m_i\partial_i)\). At unit radius this is the full Laplacian minus \(\partial_r^2+2\partial_r\), which is the spherical Laplacian \(\Delta_S\). The noise thus produces isotropic rotational diffusion at rate \(K\).

Let \(p(\mathbf m,t)\) be the density per unit solid angle. Integrating (13) by parts on the closed sphere gives

\[
\partial_tp=-\nabla\cdot\mathbf J_p,\qquad
\mathbf J_p=\frac{\gamma'}{\mu}\left(\mathbf m\times\nabla E-\alpha\nabla E\right)p-K\nabla p. \tag{16}
\]

## The condition for the Boltzmann density

Insert \(p_0=e^{-\beta E}/Z\), with \(\beta=1/k_BT\) and \(\nabla p_0=-\beta p_0\nabla E\):

\[
\mathbf J_{p_0}=\frac{\gamma'}{\mu}p_0\,\mathbf m\times\nabla E
+\left(\beta K-\frac{\alpha\gamma'}{\mu}\right)p_0\nabla E. \tag{17}
\]

The first term equals \(-(\gamma'k_BT/\mu)\,\mathbf m\times\nabla p_0\). It has no divergence, since in three dimensions \(\nabla\cdot(\mathbf r\times\nabla f)=\nabla f\cdot(\nabla\times\mathbf r)-\mathbf r\cdot(\nabla\times\nabla f)=0\), and this vector is tangential to every sphere. Precession leaves a probability current circulating along energy contours, even in equilibrium.

Stationarity then requires \((\beta K-\alpha\gamma'/\mu)\nabla\cdot(p_0\nabla E)=0\). Multiply by \(E\) and integrate by parts:

\[
-\left(\beta K-\frac{\alpha\gamma'}{\mu}\right)\int p_0|\nabla E|^2\,d\Omega=0. \tag{18}
\]

The integral is positive for a non-constant energy, so the bracket must vanish. With \(K=D\gamma\gamma'\), this gives \(\beta D\gamma=\alpha/\mu\), which is (3). The condition is both necessary and sufficient for \(p_0\) to be stationary.

To show that the spin approaches this density, write \(p=p_0g\). When (3) holds, \(\mathbf J_p=(\gamma'/\mu)p_0g\,\mathbf m\times\nabla E-Kp_0\nabla g\), and

\[
\frac{d}{dt}\int p_0g^2d\Omega=2\int\mathbf J_p\cdot\nabla g\,d\Omega
=-2K\int p_0|\nabla g|^2d\Omega. \tag{19}
\]

The precessional contribution is the integral of a divergence-free vector times \(\nabla(g^2)\), and vanishes. Since \(p_0\) is bounded and positive on the sphere, the Poincaré inequality makes \(g\) relax exponentially to its constant value, which normalization sets to 1. The stationary density is therefore unique.

If some other \(D>0\) is used, the same proof applies at the temperature

\[
T_{\rm eff}=\frac{D\gamma\mu}{\alpha k_B}. \tag{20}
\]

An incorrect strength still gives a Boltzmann distribution, so the shape of a histogram cannot reveal the error unless the energy scale is known. As \(\alpha\to0\) at fixed \(T\), (3) gives \(D\to0\) and \(K\to0\): the spin decouples from the bath and no longer relaxes.

Exact algebra for a non-axial energy tests (3). With \(\alpha=2/5\), \(k_BT=3/10\), \(\gamma=7/4\) and \(\mu=5/3\) in reduced units, the stationary equation solved for \(D\) gives \(36/875\) at three directions, equal to the formula.

## Noise in the precession term alone

Some calculations use (10) but put \(\mathbf b\) only in its precession term. Then \(G=-\gamma'C\) and \(GG^T=\gamma'^2\Pi\). The first-derivative vector is \(\gamma'^2\sum_k(\mathbf m\times\mathbf e_k)\times\mathbf e_k=-2\gamma'^2\mathbf m\), so the noise again generates \(\Delta_S\), now with \(K=D_{\rm prec}\gamma'^2\). The deterministic drift is unchanged, and the bracket in (18) vanishes when

\[
D_{\rm prec}=\frac{\alpha k_BT}{\gamma'\mu}
=(1+\alpha^2)\frac{\alpha k_BT}{\gamma\mu}. \tag{21}
\]

The two forms share the same \(K\), density and Fokker–Planck equation once each has its own strength. Using (21) in the full Gilbert equation multiplies the sampled temperature by \(1+\alpha^2\).

A trajectory test at \(\alpha=0.5\) distinguishes the two strengths. For a biaxial energy with a bias field, simulation with (3) gives \(\langle m_z^2\rangle=0.590\). Boltzmann quadrature gives 0.587 at the intended temperature and 0.537 at 1.25 times that temperature.

## The field in a finite time step

Over a step \(\Delta t\), the integrated field \(\int b_i\,dt\) has variance \(2D\Delta t\). Dividing the impulse by \(\Delta t\) gives the equivalent constant field, whose standard deviation per component is

\[
b_{\rm step}=\sqrt{\frac{2D}{\Delta t}}
=\sqrt{\frac{2\alpha k_BT}{\gamma\mu\,\Delta t}}. \tag{22}
\]

It grows as the step shrinks, while the random rotation per step falls as \(\sqrt{\Delta t}\). The Heun scheme, which uses the same impulse in its predictor and corrector, has the Stratonovich limit. A plain Euler step omits \(-2K\mathbf m\) and lets the length grow. Renormalizing restores it: for a tangential random step \(\mathbf u\), the leading correction is \(-\mathbf m|\mathbf u|^2/2\), whose mean is \(-2K\mathbf m\Delta t\), because (12) gives \(\langle|\mathbf u|^2\rangle=4K\Delta t\). This repairs the noise term only as \(\Delta t\to0\). An Euler step of precession at frequency \(\omega\) also enlarges the precession amplitude by the fraction \((\omega\Delta t)^2/2\), against a damping of \(\alpha\omega\Delta t\), so renormalized Euler needs \(\omega\Delta t/2\ll\alpha\). For the disc below at \(\Delta t=1\) ps, \(\gamma B_k\Delta t/2=0.018\) exceeds \(\alpha=0.01\): the easy axis becomes numerically unstable and the scheme does not sample the Boltzmann density. In the Heun scheme the corresponding growth is \((\omega\Delta t)^4/8\), which is negligible at that step.

## Consequence for switching

Take \(E=-(\mu B_k/2)m_z^2\), where \(B_k\) is the effective anisotropy field, and define the barrier ratio \(\sigma=\mu B_k/(2k_BT)\). For an axially symmetric density \(p(z,t)\), with \(z=m_z\), precession drops out of (16). On the sphere \(\nabla\cdot[h(z)\nabla z]=\partial_z[(1-z^2)h]\), so

\[
\partial_tp=K\partial_z\left[(1-z^2)(\partial_zp-2\sigma zp)\right]. \tag{23}
\]

The slowest odd mode decays at a rate \(\lambda_1\). At a high barrier, if each well is left at rate \(k\), the population difference decays at \(2k=\lambda_1\), and the mean dwell time is \(1/k=2/\lambda_1\).

To estimate \(k\), set \(q=pe^{-\sigma z^2}\). The probability flux toward positive \(z\) is \(F=-K(1-z^2)e^{\sigma z^2}\partial_zq\). It is nearly constant across the barrier, while \(q\) is nearly constant, \(q_\pm\), in each well. Integrating across the barrier region around \(z=0\),

\[
q_--q_+\simeq\frac FK\int\frac{e^{-\sigma z^2}}{1-z^2}dz
\simeq\frac FK\sqrt{\frac{\pi}{\sigma}}. \tag{24}
\]

Near a pole \(z=1-u\), so the well population is \(N_\pm\simeq q_\pm e^\sigma\int_0^\infty e^{-2\sigma u}du=q_\pm e^\sigma/(2\sigma)\). Since \(F=k(N_--N_+)\),

\[
\lambda_1=2k\simeq K\frac{4}{\sqrt\pi}\sigma^{3/2}e^{-\sigma}. \tag{25}
\]

The next terms, \(1/(1-z^2)\simeq1+z^2\) at the barrier and \(e^{\sigma u^2}\simeq1+\sigma u^2\) in the well, each multiply their integral by \(1+1/(2\sigma)\). To first order in \(1/\sigma\), (25) is therefore too large by the factor \(1+1/\sigma\).

A separate test compares the dynamics at \(\sigma=2\) and \(\alpha=0.5\). Trajectories give a decay rate of \(0.0840\,\gamma B_k\), against \(0.0808\,\gamma B_k\) from (23). The 4% difference, relative to the latter, lies within the 6% tolerance set for sampling and time-step error; the two sources were not separated.

## A model disc

Consider a perpendicular disc of diameter 20 nm and thickness 1.5 nm, with \(M_s=10^6\) A/m, \(B_k=0.2\) T, \(\alpha=0.01\) and \(T=300\) K. These are round model parameters. The volume is \(4.712\times10^{-25}\ \mathrm{m^3}\), so \(\mu=4.712\times10^{-19}\ \mathrm{A\,m^2}\). From (3),

\[
D=\frac{0.01\times4.142\times10^{-21}}
{(1.761\times10^{11})(4.712\times10^{-19})}
=4.99\times10^{-16}\ \mathrm{T^2\,s}. \tag{26}
\]

For \(\Delta t=1\) ps, (22) gives \(\sqrt{2(4.99\times10^{-16})/10^{-12}}=0.0316\) T per component. This is about one sixth of \(B_k\), but it acts for only one step before being redrawn.

The barrier ratio is \(\sigma=4.712\times10^{-20}/(4.142\times10^{-21})=11.38\), and (15) gives \(K=1.548\times10^7\ \mathrm{s^{-1}}\). Diagonalizing the adjoint of (23), which has the same eigenvalues, in odd Legendre polynomials gives \(\lambda_1/K=8.97\times10^{-4}\). Thus \(\lambda_1=1.388\times10^4\ \mathrm{s^{-1}}\), and the dwell time is \(2/\lambda_1=144\) µs. Equation (25) gives a rate 10.6% above the eigenvalue; the first correction, \(1/\sigma\), accounts for 8.8%.

Suppose the factor 2 in (2) is counted twice, so that \(D\) is doubled. By (20) the simulation samples 600 K and \(\sigma\) falls to 5.69. The dwell time becomes 0.77 µs, shorter by a factor of 187. Equation (25) shows the origin: the exponential contributes \(e^{5.69}\simeq296\), while the doubled \(K\) and halved \(\sigma\) contribute \(2\times2^{-3/2}\simeq0.71\). Their product is about 209, and the finite-barrier corrections account for the remaining difference.

The ratio \(\hbar\gamma B_k/(k_BT)=9.0\times10^{-4}\) supports classical statistics for the precessional motion here. Equation (3) does not apply unchanged if the bath memory is comparable with the spin's response time or if damping depends on direction. If a spin torque drives the magnet, an equilibrium damping bath still contributes noise of strength (3), but the stationary density is in general no longer the Boltzmann one, and the current can add noise of its own. A fluctuating moment length also lies outside this fixed-length model. The dwell times assume coherent rotation of a single domain and exact axial symmetry. Larger discs can reverse by nucleation and wall motion over a barrier lower than \(\mu B_k/2\). An in-plane anisotropy couples precession to the barrier crossing and changes the prefactor even when the barrier is unchanged; at \(\alpha=0.01\), a term \(\delta\,m_x^2\) with \(\delta\) equal to 20% of the barrier roughly doubles the rate. The numerical output below gives the values used for the axially symmetric disc.

## Numbers as computed

```
EXACT STATIONARITY TEST (reduced units)
alpha, kT, gamma, mu = 2/5, 3/10, 7/4, 5/3
D solved at three directions = [36/875, 36/875, 36/875]
D for precession-only noise = [1044/21875, 1044/21875, 1044/21875]
LINEAR SPECTRUM TEST (reduced units)
alpha = 0.1, kT/(mu B_k) = 0.02
stiffnesses = 1.0, 1.6
variances from spectrum = 0.020000, 0.012500
equipartition = 0.020000, 0.012500
TRAJECTORY TEST (reduced units)
alpha = 0.5, kT/(mu B_k) = 0.25, step = 0.04
hard-axis ratio = 0.6, bias x,z = 0.2, 0.15
moments: <mx>, <mz>, <mx^2>, <mz^2>
sampled    = 0.1292 0.3268 0.1754 0.5903
Boltzmann  = 0.1301 0.3239 0.1770 0.5871
T(1+alpha^2) = 0.1216 0.2444 0.2018 0.5370
uniaxial barrier ratio in decay test = 2.00
decay rate, trajectories = 0.08399 gamma B_k
decay rate, eigenvalue = 0.08077 gamma B_k
WORKED MACROSPIN
diameter = 20.0 nm, thickness = 1.5 nm
M_s = 1.000e+06 A/m, B_k = 0.200 T
alpha = 0.010, temperature = 300.0 K
gamma = 1.760860e+11 rad/(s T)
volume = 4.7124e-25 m^3
moment = 4.7124e-19 A m^2
thermal energy kT = 4.1419e-21 J
noise strength D = 4.9916e-16 T^2 s
time step = 1.00 ps
random field per component = 31.596 mT
barrier = 4.7124e-20 J
barrier/kT = 11.3772
diffusion rate K = 1.5476e+07 s^-1
reduced eigenvalue lambda_1/K = 8.9693e-04
relaxation rate lambda_1 = 1.3880e+04 s^-1
high-barrier lambda_1 = 1.5350e+04 s^-1
high-barrier/eigenvalue = 1.1059
mean dwell time = 144.088 microseconds
doubled D = 9.9832e-16 T^2 s
effective temperature with doubled D = 600.0 K
barrier/(k T_eff) with doubled D = 5.6886
dwell time with doubled D = 0.7692 microseconds
dwell-time reduction factor = 187.33
hbar gamma B_k/(kT) = 8.967e-04
```
